# Valley Splitting of a Silicon Dot Crossed by One Atomic Step: verification in Python

```python
"""Valley splitting of a silicon dot crossed by one atomic interface step.

Result under test: splitting / flat splitting = |pL + pR exp(-i phi)|,
phi = 2 k0 (a/4); for pL = pR = 1/2 and k0 = 0.85 (2 pi/a) this is 0.233.
a: cubic lattice constant; k0: valley wave number; pL, pR: probabilities of
the electron over the left and right terrace. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import ai_zeros

HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
A = 0.543                    # lattice constant, nm
LAYER = A / 4
M_L, M_T = 0.92, 0.19        # longitudinal and transverse mass / m_e
K_FRAC = 0.85                # k0 in units of 2 pi/a


def reduction(p_right, k_fraction=K_FRAC, layers=1):
    phase = np.pi * k_fraction * layers
    return abs(1 - p_right + p_right * np.exp(-1j * phase))


# ---- Test 1: Bloch states from a local pseudopotential of diamond symmetry
FORM = {3: -0.21, 8: 0.04, 11: 0.08}       # form factors, Rydberg
RY = const.value("Rydberg constant times hc in eV")
G = np.array([(h, k, l) for h in range(-4, 5) for k in range(-4, 5)
              for l in range(-4, 5)
              if h % 2 == k % 2 == l % 2 and h*h + k*k + l*l <= 24])
diff = G[:, None, :] - G[None, :, :]
norm2 = (diff**2).sum(axis=2)
potential = np.zeros(norm2.shape)
for square, strength in FORM.items():
    potential[norm2 == square] = strength * RY
potential *= np.cos(np.pi / 4 * diff.sum(axis=2))


def bloch(k_fraction):
    kinetic = HB2M * (2*np.pi/A)**2 * ((G + [0, 0, k_fraction])**2).sum(axis=1)
    return eigh(potential + np.diag(kinetic))


k_scan = np.linspace(0.7, 1.0, 31)
k_min = k_scan[np.argmin([bloch(k)[0][4] for k in k_scan])]
levels, states = bloch(K_FRAC)
assert min(levels[4] - levels[3], levels[5] - levels[4]) > 0.01
coefficient = {tuple(g): c for g, c in zip(G, states[:, 4])}
# Harmonics of the laterally averaged square of the Bloch function
harmonic = {m: sum(c * coefficient.get((-g[0], -g[1], m - g[2]), 0.0)
                   for g, c in coefficient.items())
            for m in range(-8, 9, 2)}
allowed = max(abs(harmonic[m]) for m in (-8, -4, 0, 4, 8))
forbidden = max(abs(harmonic[m]) for m in (-6, -2, 2, 6))
assert allowed > 1e-3 and forbidden < 1e-8

z = np.linspace(-1.0, 1.5, 5001)
square_wave = sum(c * np.exp(2j*np.pi*(2*K_FRAC + m)*z/A)
                  for m, c in harmonic.items())


def valley_element(shift):
    interface = np.exp(-(z - shift)**2 / (2 * 0.05**2))
    return np.sum(interface * square_wave.conj()) * (z[1] - z[0])


flat_element = valley_element(0.0)
assert abs(flat_element) > 1e-7
bloch_ratio = {}
for n in (1, 2):
    bloch_ratio[n] = abs(flat_element + valley_element(n*LAYER)) \
        / (2 * abs(flat_element))
    assert abs(bloch_ratio[n] - reduction(0.5, layers=n)) < 1e-5


# ---- Test 2: lattice dot with a real ledge, no valley approximation
FIELD_2D, SPACING_2D = 0.003, 0.004        # V/nm, eV


def ledge_dot(k_fraction, x_step):
    theta = np.pi * k_fraction / 2
    second = HB2M / (4 * M_L * LAYER**2 * np.sin(theta)**2)
    first = -4 * second * np.cos(theta)
    nz, dx = 130, 1.0
    x = (np.arange(80) - 39.5) * dx
    layer = np.arange(nz)
    h_z = diags([second, first, FIELD_2D*LAYER*layer, first, second],
                [-2, -1, 0, 1, 2], shape=(nz, nz))
    e_flat = eigh(h_z.toarray(), eigvals_only=True, subset_by_index=[0, 1])
    hop = HB2M / (M_T * dx**2)
    trap = SPACING_2D**2 * M_T / (4 * HB2M) * x**2
    h_x = diags([-hop, 2*hop + trap, -hop], [-1, 0, 1],
                shape=(len(x), len(x)))
    full = (kron(h_x, identity(nz)) + kron(identity(len(x)), h_z)).tocsr()
    xx, ll = np.repeat(x, nz), np.tile(layer, len(x))
    keep = np.flatnonzero((xx < x_step) | (ll > 0))
    select = coo_matrix((np.ones(len(keep)), (np.arange(len(keep)), keep)),
                        shape=(len(keep), len(xx))).tocsr()
    dot = (select @ full @ select.T).tocsc()
    bottom = -2*second - 4*second*np.cos(theta)**2
    start = np.random.default_rng(1).normal(size=len(keep))
    energy, vector = eigsh(dot, k=4, sigma=bottom, v0=start)
    order = np.argsort(energy)
    pair = vector[:, order[:2]]
    p_right = np.sum(pair[xx[keep] > x_step]**2) / 2
    split = energy[order[1]] - energy[order[0]]
    return split / (e_flat[1] - e_flat[0]), p_right, e_flat[1] - e_flat[0]


ledge_results = []
for k_fraction, x_step in ((0.85, 0.0), (0.85, 8.0), (0.70, 0.0)):
    ratio, p_right, flat = ledge_dot(k_fraction, x_step)
    expected = reduction(p_right, k_fraction)
    ledge_results.append((k_fraction, x_step, p_right, ratio, expected, flat))
    # The ledge disturbs the envelope over a few percent of the dot width
    assert abs(ratio - expected) < 0.04

# ---- Worked example: rough typical silicon MOS dot
FIELD = 0.01                 # V/nm, equal to 0.1 MV/cm
SPACING = 0.008              # lateral orbital spacing, eV
FLAT = 0.0003                # flat-interface valley splitting, eV
x = np.linspace(-40, 40, 201)
dx = x[1] - x[0]
hop = HB2M / (M_T * dx**2)
trap = SPACING**2 * M_T / (4 * HB2M) * x**2
step_energy = FIELD * LAYER


def lateral(x_step):
    right = np.clip((x - x_step)/dx + 0.5, 0, 1)
    diagonal = 2*hop + trap + step_energy*right
    _, psi = eigh_tridiagonal(diagonal, -hop*np.ones(len(x)-1),
                              select="i", select_range=(0, 0))
    return np.sum(psi[:, 0]**2 * right), right, diagonal


def mixed_splitting(x_step):
    _, right, diagonal = lateral(x_step)
    orbital = np.diag(diagonal) - hop*(np.eye(len(x), k=1)
                                       + np.eye(len(x), k=-1))
    local = FLAT/2 * (1 - right + right*np.exp(-1j*np.pi*K_FRAC))
    matrix = np.block([[orbital, np.diag(local)],
                       [np.diag(local.conj()), orbital]])
    e = eigh(matrix, eigvals_only=True, subset_by_index=[0, 1])
    return e[1] - e[0]


x_equal = brentq(lambda s: lateral(s)[0] - 0.5, -15, 15)
p_equal, p_centre = lateral(x_equal)[0], lateral(0.0)[0]
stepped = FLAT * reduction(0.5)
mixed = mixed_splitting(x_equal)
centred = FLAT * reduction(p_centre)
assert abs(p_equal - 0.5) < 1e-6
assert abs(mixed/stepped - 1) < 0.02
assert abs(mixed_splitting(0.0)/centred - 1) < 0.02

# ---- Size of neglected effects
KB = const.k / const.e
MU_B = const.value("Bohr magneton in eV/T")
airy = -ai_zeros(2)[0]
subband_gap = (HB2M/M_L)**(1/3) * FIELD**(2/3) * (airy[1] - airy[0])
oxide_field = FIELD * 10 * 11.7 / 3.9      # MV/cm
BREAKDOWN = 10.0                           # MV/cm, rough
BARRIER, M_OX, T_OX = 3.0, 0.4, 10.0       # eV, m_e, nm; rough
kappa = np.sqrt(BARRIER * M_OX / HB2M)
TEMPERATURE = 0.1                          # K

print(f"lattice constant a = {A:.3f} nm; step a/4 = {LAYER:.4f} nm")
print(f"k0 = {K_FRAC:.2f} (2 pi/a) = {K_FRAC*2*np.pi/A:.3f} 1/nm")
print(f"phase phi = {K_FRAC:.2f} pi = {180*K_FRAC:.1f} degrees")
print(f"equal-weight reduction, one layer = {reduction(0.5):.4f}")
print(f"equal-weight reduction, two layers = {reduction(0.5, layers=2):.4f}")
print("form factors (squared G: Ry) =", FORM)
print(f"pseudopotential band minimum = {k_min:.2f} (2 pi/a)")
print(f"largest allowed harmonic = {allowed:.4f}")
print(f"largest forbidden harmonic = {forbidden:.1e}")
print(f"Bloch-state reduction, one layer = {bloch_ratio[1]:.4f}")
print(f"Bloch-state reduction, two layers = {bloch_ratio[2]:.4f}")
print(f"lattice dot: field = {10*FIELD_2D:.3f} MV/cm, "
      f"orbital spacing = {1e3*SPACING_2D:.1f} meV")
for kf, xs, pr, ratio, expected, flat in ledge_results:
    print(f"lattice dot k0 = {kf:.2f} (2 pi/a), step at {xs:.1f} nm:")
    print(f"  right weight = {pr:.4f}; flat splitting = {1e3*flat:.4f} meV")
    print(f"  reduction: diagonalized = {ratio:.4f}, formula = {expected:.4f}")
print(f"masses: longitudinal = {M_L:.2f}, transverse = {M_T:.2f} m_e")
print(f"example vertical field = {10*FIELD:.2f} MV/cm")
print(f"example lateral orbital spacing = {1e3*SPACING:.1f} meV")
print(f"lateral oscillator length = {np.sqrt(2*HB2M/(M_T*SPACING)):.2f} nm")
print(f"example flat splitting = {1e3*FLAT:.3f} meV")
print(f"energy offset between terraces = {1e3*step_energy:.3f} meV")
print(f"step position for equal weights = {x_equal:.3f} nm")
print(f"splitting with equal weights = {1e3*stepped:.4f} meV "
      f"= {1e6*stepped:.1f} micro-eV")
print(f"same with orbital mixing = {1e3*mixed:.4f} meV")
print(f"step at centre: right weight = {p_centre:.4f}")
print(f"step at centre: reduction = {reduction(p_centre):.4f}")
print(f"step at centre: splitting = {1e3*centred:.4f} meV")
print(f"Zeeman crossing (g = 2), flat = {FLAT/(2*MU_B):.3f} T")
print(f"Zeeman crossing (g = 2), stepped = {stepped/(2*MU_B):.3f} T")
for kf in (0.83, 0.87):
    print(f"reduction if k0 = {kf:.2f} (2 pi/a): {reduction(0.5, kf):.4f}")
print(f"vertical subband gap = {1e3*subband_gap:.1f} meV")
print(f"thermal energy at {TEMPERATURE:.1f} K = {1e3*KB*TEMPERATURE:.4f} meV")
print(f"oxide field = {oxide_field:.2f} MV/cm; "
      f"rough breakdown = {BREAKDOWN:.0f} MV/cm")
print(f"rough oxide: barrier {BARRIER:.1f} eV, mass {M_OX:.1f} m_e, "
      f"thickness {T_OX:.0f} nm")
print(f"density decay length in oxide = {1/(2*kappa):.3f} nm")
print(f"log10 of tunnelling factor = {-2*kappa*T_OX/np.log(10):.1f}")
print("done: every assertion held")
```

Output:

```
lattice constant a = 0.543 nm; step a/4 = 0.1358 nm
k0 = 0.85 (2 pi/a) = 9.836 1/nm
phase phi = 0.85 pi = 153.0 degrees
equal-weight reduction, one layer = 0.2334
equal-weight reduction, two layers = 0.8910
form factors (squared G: Ry) = {3: -0.21, 8: 0.04, 11: 0.08}
pseudopotential band minimum = 0.85 (2 pi/a)
largest allowed harmonic = 0.1617
largest forbidden harmonic = 4.4e-13
Bloch-state reduction, one layer = 0.2334
Bloch-state reduction, two layers = 0.8910
lattice dot: field = 0.030 MV/cm, orbital spacing = 4.0 meV
lattice dot k0 = 0.85 (2 pi/a), step at 0.0 nm:
  right weight = 0.4647; flat splitting = 0.4189 meV
  reduction: diagonalized = 0.2339, formula = 0.2433
lattice dot k0 = 0.85 (2 pi/a), step at 8.0 nm:
  right weight = 0.1167; flat splitting = 0.4189 meV
  reduction: diagonalized = 0.7482, formula = 0.7810
lattice dot k0 = 0.70 (2 pi/a), step at 0.0 nm:
  right weight = 0.4647; flat splitting = 0.4577 meV
  reduction: diagonalized = 0.4550, formula = 0.4583
masses: longitudinal = 0.92, transverse = 0.19 m_e
example vertical field = 0.10 MV/cm
example lateral orbital spacing = 8.0 meV
lateral oscillator length = 7.08 nm
example flat splitting = 0.300 meV
energy offset between terraces = 1.358 meV
step position for equal weights = -0.738 nm
splitting with equal weights = 0.0700 meV = 70.0 micro-eV
same with orbital mixing = 0.0700 meV
step at centre: right weight = 0.4417
step at centre: reduction = 0.2595
step at centre: splitting = 0.0779 meV
Zeeman crossing (g = 2), flat = 2.591 T
Zeeman crossing (g = 2), stepped = 0.605 T
reduction if k0 = 0.83 (2 pi/a): 0.2639
reduction if k0 = 0.87 (2 pi/a): 0.2028
vertical subband gap = 28.1 meV
thermal energy at 0.1 K = 0.0086 meV
oxide field = 0.30 MV/cm; rough breakdown = 10 MV/cm
rough oxide: barrier 3.0 eV, mass 0.4 m_e, thickness 10 nm
density decay length in oxide = 0.089 nm
log10 of tunnelling factor = -48.7
done: every assertion held
```
